# Thermal emission of a half-space from fluctuating currents and from reciprocity

## What symmetry and dimensions fix

A homogeneous medium fills $z<0$. It is local: its polarization at a point depends on the field at that point alone, through a scalar permittivity $\varepsilon(\omega)=\varepsilon'+i\varepsilon''$ with $\varepsilon''>0$. It is non-magnetic and has uniform temperature $T$. The region $z>0$ is vacuum, with no incoming photons.

Let $W_a$ be the power emitted per surface area, solid angle and angular frequency in polarization $a$, at angle $\theta$ from the normal. It has the dimension of energy per area. A local half-space has no thickness and no internal length, so the available length is $1/k_0$, with $k_0=\omega/c$. The thermal energy per mode is $\Theta=\omega n$, where $n=1/(e^{\omega/T}-1)$. Radiated power is quadratic in the currents, and their spectrum will prove proportional to $\Theta$. Hence
$$W_a=\cos\theta\,\frac{k_0^2\Theta}{8\pi^3}\,e_a(\theta,\varepsilon),$$
where $e_a$ is dimensionless and the constant and $\cos\theta$ are split off for convenience. Rotation symmetry about the normal removes any azimuthal dependence. Reflection in the plane of emission keeps $s$ waves (electric field normal to that plane) apart from $p$ waves (electric field in it). What remains is to show that
$$e_a=1-|r_a|^2,$$
with $r_a$ the Fresnel reflection coefficient.

Atomic units are used, with $\epsilon_0=1/4\pi$, $\mu_0=4\pi/c^2$ and $T$ in energy units. Fields vary as $e^{-i\omega t}$, and $f(t)=\int \frac{d\omega}{2\pi}f(\omega)e^{-i\omega t}$. Products are normally ordered, which counts the energy a cold absorber can receive and leaves out zero-point terms.

## The currents

Both derivations need the strength of the thermal currents. Model each volume element $\Delta V$ as a dense set of independent oscillators of unit mass, frequency $\nu$ and dipole $gq$. From $\ddot q+\nu^2q=gE$, the response of one dipole is $g^2/[\nu^2-(\omega+i0)^2]$. For $\omega>0$ its imaginary part is $\pi g^2\delta(\omega-\nu)/2\nu$, so the susceptibility obeys
$$\Delta V\,\mathrm{Im}\,\chi=\sum_\nu\frac{\pi g^2}{2\nu}\delta(\omega-\nu).$$

Besides responding to the field, each oscillator has its free motion $q=(ae^{-i\nu t}+a^\dagger e^{i\nu t})/\sqrt{2\nu}$. In the Gibbs state the mean level number is $\langle a^\dagger a\rangle=\sum_m m e^{-m\nu/T}/\sum_m e^{-m\nu/T}=n(\nu)$. The positive-frequency part of $q(\omega)$ is $2\pi\delta(\omega-\nu)a/\sqrt{2\nu}$, so the total free dipole $D$ of the element has
$$\langle D^\dagger(\omega)D(\omega')\rangle=\sum_\nu\frac{(2\pi)^2g^2n}{2\nu}\delta(\omega-\nu)\delta(\omega'-\nu)=2\pi\delta(\omega-\omega')\,2n\,\Delta V\,\mathrm{Im}\,\chi .$$

Dividing by $\Delta V^2$ gives the polarization. The remaining $1/\Delta V$ becomes $\delta(\mathbf r-\mathbf r')$, because different elements are independent. Each Cartesian axis has its own independent set of oscillators, which gives a factor $\delta_{ik}$. With $\mathbf j=-i\omega\mathbf P$ and $\mathrm{Im}\,\chi=\varepsilon''/4\pi$,
$$\langle j_i^\dagger(\mathbf r,\omega)j_k(\mathbf r',\omega')\rangle=2\pi\delta(\omega-\omega')\delta_{ik}\delta(\mathbf r-\mathbf r')S,\qquad S=\frac{\omega\Theta\varepsilon''}{2\pi}.$$
The thermal input is the Gibbs state of matter; no property of thermal radiation has entered.

The relation between fluctuation and loss was tested on an oscillator of frequency 1 and damping 0.1, coupled to 1500 bath oscillators at $T=0.5$. Let $q^-$ and $q^+$ be the negative- and positive-frequency parts of its coordinate. Exact diagonalization gives $\langle q^-q^+\rangle=0.08425$, against 0.08431 from the smooth $\mathrm{Im}\,\chi$. At times 0, 3 and 6 the correlations differ by no more than about 0.3% of the initial value. The remainder comes from the finite bath cutoff, here at frequency 45: doubling the cutoff moves the first value to 0.08428 and roughly halves the difference.

## First derivation: add up the currents

Put $\mathbf h=c\mathbf B$ and $\mathbf J=\mu_0c\,\mathbf j$. Maxwell's equations become
$$\nabla\times\mathbf E=ik_0\mathbf h,\qquad \nabla\times\mathbf h=\mathbf J-ik_0\varepsilon\mathbf E .$$
Take fields proportional to $e^{iKx}$ with $K=k_0\sin\theta$. The normal wavevectors are $k_1=k_0\cos\theta$ in vacuum and $k_2=\sqrt{\varepsilon k_0^2-K^2}=\beta+i\kappa$ in the medium, with $\kappa>0$. Consider one current sheet, $\mathbf J\,\delta(z+d)$, at depth $d$.

**The $s$ wave.** The equations are $\partial_zE_y=-ik_0h_x$ and $\partial_zh_x-iKh_z=J_y\delta(z+d)-ik_0\varepsilon E_y$. Thus $E_y$ is continuous at the sheet and $h_x$ jumps by $J_y$. An upward wave in the medium has $h_x=-(k_2/k_0)E_y$, and a downward one has the opposite sign. The combination $E_y-(k_0/k_2)h_x$ is therefore twice the upward amplitude. Below the sheet there is no upward wave, so the jump gives
$$2Ue^{-ik_2d}=-\frac{k_0}{k_2}J_y,$$
where $U$ is the upward amplitude at the surface. If the outgoing vacuum wave has $E_y=A_s$, then $h_x=-(k_1/k_0)A_s$, and continuity gives $2U=A_s(1+k_1/k_2)$. Hence
$$A_s=-\frac{k_0J_y}{k_1+k_2}e^{ik_2d}.$$

**The $p$ wave.** The $z$ component of the second Maxwell equation gives $E_z=-Kh_y/(k_0\varepsilon)-iJ_z\delta(z+d)/(k_0\varepsilon)$. Inserting this into $\partial_zE_x=ik_0h_y+iKE_z$ yields
$$\partial_zE_x=\frac{ik_2^2}{k_0\varepsilon}h_y+\frac{KJ_z}{k_0\varepsilon}\delta(z+d),\qquad \partial_zh_y=ik_0\varepsilon E_x-J_x\delta(z+d).$$
Upward waves have $E_x=k_2h_y/(k_0\varepsilon)$, so $h_y+(k_0\varepsilon/k_2)E_x$ is twice their magnetic amplitude. Its jump is $-J_x+KJ_z/k_2$. In vacuum $h_y=A_p$ and $E_x=(k_1/k_0)A_p$, so the same combination at the surface is $A_p(1+\varepsilon k_1/k_2)$. Therefore
$$A_p=-\frac{k_2J_x-KJ_z}{\varepsilon k_1+k_2}e^{ik_2d}.$$
For a propagating vacuum wave $|A_p|$ is also the electric amplitude.

**Power.** Different sheets and components are uncorrelated, so their powers add, with $\int_0^\infty e^{-2\kappa d}\,\mathrm dd=1/2\kappa$. The normally ordered Poynting vector is $2\,\mathrm{Re}\langle\mathbf E^-\times\mathbf B^+\rangle/\mu_0$, where the superscripts mark negative- and positive-frequency parts. A vacuum wave thus carries the normal flux $2k_1|A|^2/(\mu_0\omega)$. The spectrum of $\mathbf J$ is $\mu_0^2c^2S$, so every emitted flux contains the common factor
$$\frac{2k_1}{\mu_0\omega}\,\mu_0^2c^2S=4k_1\varepsilon''\Theta .$$
Let $Q_a$ be the flux per $d^2K\,d\omega/(2\pi)^3$. Then
$$\frac{Q_s}{\Theta}=\frac{2k_1k_0^2\varepsilon''}{\kappa|k_1+k_2|^2}=\frac{4k_1\beta}{|k_1+k_2|^2},$$
since the imaginary part of $k_2^2=\varepsilon k_0^2-K^2$ is $k_0^2\varepsilon''=2\beta\kappa$. For $p$,
$$\frac{Q_p}{\Theta}=\frac{2k_1\varepsilon''(|k_2|^2+K^2)}{\kappa|\varepsilon k_1+k_2|^2}.$$
The real part of the same equation is $k_0^2\varepsilon'=\beta^2-\kappa^2+K^2$. Using both parts,
$$2\kappa k_0^2(\varepsilon'\beta+\varepsilon''\kappa)=k_0^2\varepsilon''(\beta^2-\kappa^2+K^2+2\kappa^2)=k_0^2\varepsilon''(|k_2|^2+K^2).$$
Since $\varepsilon'\beta+\varepsilon''\kappa=\mathrm{Re}(\varepsilon^*k_2)$, this gives
$$\frac{Q_p}{\Theta}=\frac{4k_1\mathrm{Re}(\varepsilon^*k_2)}{|\varepsilon k_1+k_2|^2}.$$

**Comparison with reflection.** For a unit incoming $s$ wave, continuity of $E_y$ and $h_x$ reads $k_1(1-r_s)=k_2(1+r_s)$. For $p$, with $r_p$ the ratio of magnetic amplitudes, it reads $\varepsilon k_1(1-r_p)=k_2(1+r_p)$. Thus
$$r_s=\frac{k_1-k_2}{k_1+k_2},\qquad r_p=\frac{\varepsilon k_1-k_2}{\varepsilon k_1+k_2}.$$
Because $|u+v|^2-|u-v|^2=4\,\mathrm{Re}(u^*v)$, both flux ratios equal $1-|r_a|^2$. Finally $d^2K=k_0^2\cos\theta\,d\Omega$ turns $Q_a/(2\pi)^3$ into the $W_a$ of the opening, with $e_a=Q_a/\Theta$. For $K>k_0$ the wavevector $k_1$ is imaginary, and the single outgoing evanescent wave carries no normal flux.

If $e_s=e_p=1$, the angular integral $\int\cos\theta\,d\Omega=\pi$ gives the total flux
$$\int_0^\infty\frac{\omega^3}{4\pi^2c^2}\frac{d\omega}{e^{\omega/T}-1}=\frac{\pi^2T^4}{60c^2},$$
which is the Stefan–Boltzmann law. The black-body scale is thus obtained from the currents.

**Weak absorption.** As $\varepsilon''\to0$ at fixed $\varepsilon'>1$, the currents weaken, but the emission depth $\delta=1/2\kappa$ grows in proportion to $1/\varepsilon''$. Their product stays finite. At normal incidence, $\varepsilon=2.25+0.1i$ gives emissivity 0.9598, and $\varepsilon=2.25+0.0001i$ gives 0.9600. The thickness must be taken to infinity before the loss is taken to zero.

## Second derivation: reverse the wave

This route does not solve for the emitted field. Let field 1 be that of the sheet, with in-plane wavevector $K$. Let field 2 be source-free, with in-plane wavevector $-K$, produced by a unit wave of polarization $\mathbf e$ arriving from the emission direction. To see where symmetry matters, allow a tensor $\varepsilon$ for field 1 and its transpose $\varepsilon^{\mathsf T}$ for field 2. Maxwell's equations give
$$\nabla\cdot(\mathbf E_1\times\mathbf h_2-\mathbf E_2\times\mathbf h_1)=ik_0(\mathbf E_1\cdot\varepsilon^{\mathsf T}\mathbf E_2-\mathbf E_2\cdot\varepsilon\mathbf E_1)+\mathbf E_2\cdot\mathbf J\,\delta(z+d).$$
The bracket on the right vanishes. The factors $e^{\pm iKx}$ cancel, so this is an equation in $z$ alone. Both fields vanish deep in the medium, and integration up to the vacuum side gives
$$(\mathbf E_1\times\mathbf h_2-\mathbf E_2\times\mathbf h_1)_z\big|_{0^+}=\mathbf E_2(-d)\cdot\mathbf J.$$

The left side is independent of $z$ in vacuum. The emitted wave combined with the reflected part of field 2 would vary as $e^{2ik_1z}$, so that contribution is zero. For the incident part, let $\hat{\mathbf k}$ be the emission direction. Then $\mathbf h_1=\hat{\mathbf k}\times\mathbf E_1$ and $\mathbf h_2=-\hat{\mathbf k}\times\mathbf e$. With $\mathbf E_1=A\mathbf e$, each of the two terms contributes $-A\cos\theta$. Hence
$$A=-\frac{\mathbf E_2(-d)\cdot\mathbf J}{2\cos\theta}.$$
When $\varepsilon=\varepsilon^{\mathsf T}$, a current radiates well in a given direction if a wave from that direction produces a strong field along the current at its position.

Return to scalar $\varepsilon$, for which both fields live in the same medium. Summing over currents with the common factor $4k_1\varepsilon''\Theta$ gives
$$Q_a=\frac{4k_1\varepsilon''\Theta}{4\cos^2\theta}\int_{-\infty}^0|\mathbf E_2|^2dz=\frac{\Theta}{\cos\theta}\,k_0\varepsilon''\int_{-\infty}^0|\mathbf E_2|^2dz.$$
For field 2, the real part of $\nabla\cdot(\mathbf E_2\times\mathbf h_2^*)=ik_0|\mathbf h_2|^2-ik_0\varepsilon^*|\mathbf E_2|^2$ is $-k_0\varepsilon''|\mathbf E_2|^2$. The corresponding flux is zero at $-\infty$ and $-\cos\theta(1-|r_a|^2)$ at the surface. Integration gives
$$k_0\varepsilon''\int_{-\infty}^0|\mathbf E_2|^2dz=\cos\theta\,(1-|r_a|^2),$$
and therefore $Q_a=\Theta(1-|r_a|^2)$ again. Here the emissivity appears directly as the absorbed fraction of the reversed wave, which is Kirchhoff's law.

## A polar crystal at 60 degrees

Take the model
$$\varepsilon=3\left[1+\frac{E_L^2-E_T^2}{E_T^2-E^2-i\Gamma E}\right]$$
with photon energy $E$, $E_T=0.09$ eV, $E_L=0.11$ eV, $\Gamma=0.004$ eV and $kT=0.05$ eV (580 K). At $E=0.10$ eV,
$$\varepsilon=3\left[1+\frac{0.0040}{-0.0019-0.0004i}\right]=-3.048+1.273i .$$
In units of $10^{-5}$ Å$^{-1}$, $k_0=5.068$, $k_1=k_0/2=2.534$ and $k_2=1.633+10.01i$. Then
$$e_s=\frac{4(2.534)(1.633)}{(4.167)^2+(10.01)^2}=0.141.$$
For $p$, $\mathrm{Re}(\varepsilon^*k_2)=-3.048(1.633)+1.273(10.01)=7.77$ and $\varepsilon k_1+k_2=-6.09+13.24i$, so
$$e_p=\frac{4(2.534)(7.77)}{(6.09)^2+(13.24)^2}=0.371.$$
The depth-integrated numerical solution of the sheet equations gives the same values. The black-body radiance in both polarizations, per projected area and photon energy, is 492 s$^{-1}$ Å$^{-2}$ sr$^{-1}$. Multiplying by $(0.141+0.371)/2$ gives 126 in the same unit, or about $2.02\times10^3$ W m$^{-2}$ sr$^{-1}$ eV$^{-1}$.

With angle and temperature held fixed, the other energies read:

| $E$ (eV) | $\varepsilon$ | $\delta$ (Å) | $e_s$ | $e_p$ |
|---|---|---|---|---|
| 0.08 | $9.82+1.28i$ | 58000 | 0.486 | 0.941 |
| 0.10 | $-3.05+1.27i$ | 5000 | 0.141 | 0.371 |
| 0.12 | $1.11+0.14i$ | 69000 | 0.979 | 0.996 |

At 0.10 eV the medium has nearly the same $\varepsilon''$ as at 0.08 eV, yet it emits much less. Its negative $\varepsilon'$ makes $k_2$ mostly imaginary and the surface a strong reflector. At 0.12 eV, $\varepsilon$ is close to the vacuum value and little is reflected. In each row the top layer of thickness $\delta$ supplies $1-e^{-1}=63\%$ of the emission.

The damping of 4 meV is a choice of the model, and the emission depends on it. Well inside the band of negative $\varepsilon'$, $\varepsilon''$ and both emissivities are roughly proportional to $\Gamma$ when $\Gamma$ is small. At 0.10 eV, the formulas above show that a fourfold smaller damping lowers each emissivity by a factor between 3 and 4. A heated device also has a temperature gradient. If the currents keep local equilibrium and the change of $\varepsilon$ with temperature is negligible over the emission depth, $\Theta(z)$ moves inside the depth integral with weight $e^{-d/\delta}$, and a linear profile of $\Theta$ gives its value at depth $\delta$. At 0.08 eV, a gradient of 1 K per $10^4$ Å would shift the effective temperature by 5.8 K from that of the surface. Since $d\ln\Theta/dT=(E/kT)(1+n)/T=1.6(1.253)/580$ per kelvin, the emission would change by about 2%. In a crystal that conducts heat well, steady heating at 580 K gives a far smaller gradient at a surface facing vacuum. If no heat is released within the emission depth, the heat conducted towards the surface cannot exceed the heat radiated, which at this temperature is at most $6.4\times10^3$ W m$^{-2}$. For a conductivity of 10 W m$^{-1}$ K$^{-1}$, the gradient is then at most about $6\times10^{-4}$ K per $10^4$ Å and the shift at 0.08 eV about 0.004 K, which is negligible. Above the phonon band the model's emission depth grows, to about $4\times10^6$ Å at 0.3 eV, where the shift is about 0.3 K; a crystal counts as opaque at a given energy only if it is several $\delta$ thick.

## What each derivation assumes

Both derivations assume linear local response, matter in thermal equilibrium, a smooth planar surface and a medium deep enough to let nothing through. They use reciprocity differently.

The first derivation solves Maxwell's equations for a homogeneous scalar medium. Such a medium is reciprocal, but the calculation never invokes the fact. It yields $1-|r_a|^2$ as an algebraic identity and shows the depth from which the radiation comes.

The second derivation needs no explicit field and no homogeneity. With $\varepsilon(z)$ varying in depth at uniform $T$, every step stands once $\varepsilon''$ is moved inside the depth integrals, and $|r_a|^2$ becomes the reflectance of the whole layered medium. What it does need, in order to speak of absorption in the same body, is $\varepsilon=\varepsilon^{\mathsf T}$.

Two $p$-wave calculations at 50° separate these roles. For tensors, $\varepsilon''\delta_{ik}$ in the spectrum of $\langle j_i^\dagger j_k\rangle$ is replaced by the element $ki$ (in this order) of the matrix $(\varepsilon-\varepsilon^\dagger)/2i$. Let $R(K)$ be the reflectance for a wave arriving with in-plane wavevector $K$; its reflected wave leaves in the emission direction. The wave arriving from the emission direction has $-K$.

- A symmetric tensor with diagonal $(-2+i,\,2+i,\,3+0.5i)$ and $\varepsilon_{xz}=\varepsilon_{zx}=0.4+0.2i$ emits 0.380, equal to both $1-R(K)$ and $1-R(-K)$.
- A gyrotropic tensor with all diagonal elements $-2+i$ and $\varepsilon_{xz}=-\varepsilon_{zx}=-0.2+0.6i$ emits 0.578. This equals $1-R(K)$, whereas $1-R(-K)=0.343$.

In the gyrotropic case, emission still complements the reflection that feeds the same outgoing wave, but it differs from absorption of the reversed wave. The second derivation shows why: the reversed wave that matches the emission belongs to the medium with transposed $\varepsilon$, which is now a different body. For the smooth, opaque bodies considered here, reciprocity guarantees that the emissivity in a direction can be read from the reflectance measured from that same direction. If the surface mixes $s$ and $p$ waves, this reflectance must include both reflected polarizations. Without reciprocity, the two can still agree in special cases because of a spatial symmetry, but not in general. The full numerical values are in the numerical output.

## Values computed for the example and the checks

```
high-frequency permittivity = 3.0
transverse energy = 0.090 eV
longitudinal energy = 0.110 eV
damping energy = 0.004 eV
kT = 0.050 eV, T = 580.2 K
emission angle = 60 degrees
--- photon energy = 0.08 eV
permittivity = 9.8173 + 1.2833 i
k0 = 4.0542e-05 1/angstrom
k2 = 1.2238e-04 + 8.6172e-06 i 1/angstrom
emission depth 1/(2 Im k2) = 5.8023e+04 angstrom
occupation n = 0.25297, Theta = 0.020238 eV
s: current sum = 0.485854, R = 0.514146, 1-R = 0.485854
p: current sum = 0.940917, R = 0.059083, 1-R = 0.940917
radiance, s+p = 2.9068e+02 1/(s angstrom^2 sr)
--- photon energy = 0.10 eV
permittivity = -3.0477 + 1.2732 i
k0 = 5.0677e-05 1/angstrom
k2 = 1.6333e-05 + 1.0010e-04 i 1/angstrom
emission depth 1/(2 Im k2) = 4.9950e+03 angstrom
occupation n = 0.15652, Theta = 0.015652 eV
s: current sum = 0.140807, R = 0.859193, 1-R = 0.140807
p: current sum = 0.370850, R = 0.629150, 1-R = 0.370850
radiance, s+p = 1.2597e+02 1/(s angstrom^2 sr)
  same = 2.0182e+03 W/(m^2 sr eV)
  black body, s+p = 4.9240e+02 1/(s angstrom^2 sr)
--- photon energy = 0.12 eV
permittivity = 1.1062 + 0.1443 i
k0 = 6.0813e-05 1/angstrom
k2 = 3.7005e-05 + 7.2098e-06 i 1/angstrom
emission depth 1/(2 Im k2) = 6.9350e+04 angstrom
occupation n = 0.09977, Theta = 0.011972 eV
s: current sum = 0.979217, R = 0.020783, 1-R = 0.979217
p: current sum = 0.996231, R = 0.003769, 1-R = 0.996231
radiance, s+p = 5.3570e+02 1/(s angstrom^2 sr)
share from top emission depth = 0.632121
--- checks
oscillator correlation at t=0, bath modes = 0.084248
oscillator correlation at t=0, from Im chi = 0.084314
largest relative difference, three times = 3.0e-03
largest |current sum - (1-R)|, 24 cases = 6.6e-12
normal emissivity, eps = 2.25+0.1i: 0.959782
normal emissivity, eps = 2.25+0.0001i: 0.960000
symmetric tensor, p, 50 degrees: emission = 0.380414
  1-R(K) = 0.380414, 1-R(-K) = 0.380414
gyrotropic tensor, p, 50 degrees: emission = 0.578105
  1-R(K) = 0.578105, 1-R(-K) = 0.343080
black-body flux by integration = 6426.8801 W/m^2
Stefan-Boltzmann flux = 6426.8801 W/m^2
```
